# The cubic centrifugal barrier in disilane dissociation and its limits

When disilane is heated in a silicon deposition reactor, one of the ways it can come apart is by stretching the Si–Si bond until two silyl radicals separate, $\mathrm{Si_2H_6\to SiH_3+SiH_3}$. Suppose that the potential energy rises smoothly along this path to the energy of the free radicals, without a hump of its own. If the radicals also revolve about each other, a hump nevertheless appears in the energy that governs their separation. Its height depends on how fast they revolve, and the question is how.

Treat each radical as a point of mass $m$, so that the reduced mass is $\mu=m/2$, and let the interaction depend on the separation $r$ alone. The force then lies along the line of centres and exerts no torque, so the orbital angular momentum $L=\mu r^2\dot\varphi$ is conserved and the motion stays in a plane. Here $L$ belongs to the motion of the two centres about each other; the spinning of each radical about its own centre is left out. In the centre-of-mass frame the energy is

$$E=\tfrac12\mu\dot r^2+\tfrac12\mu r^2\dot\varphi^2+V(r).$$

Inserting $\dot\varphi=L/(\mu r^2)$ turns the second term into $L^2/(2\mu r^2)$, and the separation moves as a single coordinate in an effective potential $U$:

$$E=\tfrac12\mu\dot r^2+U(r),\qquad U(r)=\frac{L^2}{2\mu r^2}+V(r).$$

The zero of energy is that of two radicals at rest, infinitely far apart. At separations where the electron clouds no longer overlap appreciably, the leading isotropic attraction between neutral, weakly polar fragments is dispersion, $V(r)=-C/r^6$ with $C>0$. Taking this form at all relevant separations is an assumption whose range is examined below.

For $L>0$ the derivative of the effective potential is

$$U'(r)=-\frac{L^2}{\mu r^3}+\frac{6C}{r^7}
=\frac{1}{r^7}\left(6C-\frac{L^2r^4}{\mu}\right).$$

The bracket is positive at small $r$, decreases steadily and changes sign once. Hence $U$ has a single stationary point, a maximum, at

$$r_0=\left(\frac{6\mu C}{L^2}\right)^{1/4}.$$

Faster revolution moves the barrier inward, as $L^{-1/2}$, because a stronger attraction is needed to balance the centrifugal force. To find the height, write the condition at the top as $C=L^2r_0^4/(6\mu)$. The attractive energy there is

$$\frac{C}{r_0^6}=\frac{L^2}{6\mu r_0^2},$$

which is one third of the centrifugal energy $L^2/(2\mu r_0^2)$. Two thirds of the latter remain:

$$V_0\equiv U(r_0)=\frac{L^2}{2\mu r_0^2}-\frac{L^2}{6\mu r_0^2}=\frac{L^2}{3\mu r_0^2}.$$

Since $r_0^2=\sqrt{6\mu C}/L$, this becomes

$$V_0=\frac{L^2}{3\mu}\,\frac{L}{\sqrt{6\mu C}}=\frac{L^3}{3\sqrt6\,\mu^{3/2}C^{1/2}}.$$

The barrier height grows as the cube of the orbital angular momentum, with $\mu$ and $C$ held fixed. Two of the three powers come from the centrifugal energy at a given radius, and the third from the inward shift of the top. Doubling $L$ multiplies the centrifugal energy at a fixed radius by four; $r_0^2$ is also halved, which supplies another factor of two. A larger $C$ lowers the barrier, since a stronger attraction holds out to larger separations, where the centrifugal energy is smaller.

The exponent is a property of the tail. For $V=-C_n/r^n$ with $n>2$, the condition $U'=0$ gives $r_0^{\,n-2}=n\mu C_n/L^2$, and the attraction at the top is the fraction $2/n$ of the centrifugal energy. Therefore

$$V_0=\frac{n-2}{2n}\,\frac{L^2}{\mu r_0^2}\propto L^{2+4/(n-2)}=L^{2n/(n-2)}.$$

This gives $L^4$ for $n=4$, $L^3$ for $n=6$ and $L^{8/3}$ for $n=8$. As $n$ grows the exponent tends to 2, the value for a barrier whose radius does not move. For $0<n<2$ the centrifugal term wins at small $r$ and the attraction at large $r$, so the stationary point is a minimum and there is no barrier.

The maximum decides the fate of radicals that start inside $r_0$ and move outward. From the energy equation, $\dot r^2=2(E-U)/\mu$. If $E>V_0$, the right side never vanishes and the radicals escape. If $E<V_0$, they reach a radius where $U=E$, stop moving outward, and fall back. The centrifugal energy is kinetic energy of the sideways motion. It vanishes at large $r$, while $E$ is conserved. Of its value at the top, one third is spent against the attraction that remains, and the other two thirds, equal to $V_0$, become kinetic energy of separation. A pair that just clears the barrier thus flies apart with a final kinetic energy close to $V_0$.

For an example, take round parameters of the size expected for disilane: a fragment mass of 31 u, hence $\mu=15.5$ u, and $C=1.8\times10^{-4}$ eV nm$^6$. The latter is a rough value for two small silicon hydrides. With these numbers $\hbar^2/(2\mu)=1.3484\times10^{-6}$ eV nm$^2$. For $L=20\hbar$,

$$r_0^4=\frac{3C}{(L/\hbar)^2\,\hbar^2/(2\mu)}
=\frac{5.4\times10^{-4}}{400\times1.3484\times10^{-6}}\ \mathrm{nm^4}=1.001\ \mathrm{nm^4},$$

so $r_0=1.00$ nm. The centrifugal energy at this radius is 0.539 meV and the attraction is $-0.180$ meV, which leaves

$$V_0=0.539-0.180=0.359\ \mathrm{meV},$$

or 4.2 K when divided by Boltzmann's constant. At $L=40\hbar$ the height is 2.875 meV, eight times as much.

A barrier this low raises the question of whether classical mechanics may be used. The second derivative of $U$ at the top is

$$U''(r_0)=\frac{3L^2}{\mu r_0^4}-\frac{42C}{r_0^8}
=\frac{3L^2}{\mu r_0^4}-\frac{7L^2}{\mu r_0^4}=-\frac{4L^2}{\mu r_0^4},$$

where $C=L^2r_0^4/(6\mu)$ was used again. Near the top the barrier is therefore an inverted parabola, $U\approx V_0-\tfrac12\mu\omega^2(r-r_0)^2$, with

$$\omega=\frac{2L}{\mu r_0^2},\qquad
\frac{\hbar\omega}{V_0}=\frac{2\hbar L}{\mu r_0^2}\,\frac{3\mu r_0^2}{L^2}=\frac{6\hbar}{L}.$$

The masses and the strength of the attraction have dropped out. To see what this ratio means, set $y=(r-r_0)\sqrt{\mu\omega/\hbar}$ and $a=(E-V_0)/(\hbar\omega)$. The Schrödinger equation for the parabola becomes

$$\psi''+(y^2+2a)\psi=0.$$

Its solutions at large $|y|$ behave as $e^{\pm iy^2/2}|y|^{\pm ia-1/2}$, as substitution shows to leading order. Let a wave of unit amplitude arrive from the left. On the right there is a transmitted wave $t\,e^{iy^2/2}y^{ia-1/2}$. On the left there are the incident wave, with $e^{-iy^2/2}$, and a reflected wave $\rho\,e^{iy^2/2}|y|^{ia-1/2}$. Continue the transmitted form from positive to negative $y$ along a large semicircle in the upper half plane, $y=|y|e^{i\theta}$. In the first quadrant it decays and stands alone; in the second it grows and dominates any admixture of the other exponential. Its coefficient is therefore carried through to $\theta=\pi$:

$$\rho=t\,(e^{i\pi})^{ia-1/2}=-i\,t\,e^{-\pi a}.$$

Conservation of flux, $|\rho|^2+|t|^2=1$, then gives the transmission probability

$$T=|t|^2=\frac{1}{1+e^{-2\pi a}}=\frac{1}{1+\exp[2\pi(V_0-E)/(\hbar\omega)]}.$$

The sharp classical threshold is smeared on the energy scale $\hbar\omega/(2\pi)$, which is the fraction $3\hbar/(\pi L)$ of the barrier height. For $L=20\hbar$ this is 0.017 meV, or about 5% of $V_0$. The rise of $T$ from 0.1 to 0.9 takes $2\ln 9\approx4.4$ times as much, about 21% of $V_0$.

The real barrier is a parabola only near its top. To see how much that matters, the radial Schrödinger equation with the full $U$ was integrated numerically for $L^2=400\hbar^2$, a round value that lies between two of the allowed ones given below. The wave was taken as purely inward-moving at $0.25r_0$, so that radicals which reach short range are absorbed there, and was separated into incoming and outgoing parts at $20r_0$. At $E/V_0=0.9$, 1.0 and 1.1 the transmission is 0.096, 0.490 and 0.877, against 0.110, 0.500 and 0.890 from the parabola. The classical barrier is thus a good guide at this $L$, apart from the smeared region around the top.

Quantum mechanics also changes the meaning of the cube. The squared orbital angular momentum takes the values $\hbar^2l(l+1)$, with $l$ a whole number, so the barrier in the radial equation has a height proportional to $[l(l+1)]^{3/2}$. From $l=1$ to $l=2$ it rises by the factor $3^{3/2}=5.196$ instead of 8; from $l=20$ to $l=40$ the factor is 7.716. A cube law in the integer $l$ is the limit of large $l$, and for $l=0$ there is no barrier.

Large $L$, which favours classical mechanics, works against the other assumption. Since the barrier moves inward, it eventually enters the region where the Si–Si bond is still being formed or broken. If the dispersion tail describes the interaction only beyond some radius $r_c$, the requirement $r_0>r_c$ reads

$$L<\frac{\sqrt{6\mu C}}{r_c^2}.$$

Let the true interaction be $-C/r^6+w(r)$, where $w$ is the part that the tail leaves out. If $w$ is negative at the new maximum $r_t$, the new height obeys

$$U(r_t)+w(r_t)<U(r_t)\le V_0,$$

so extra attraction lowers the barrier and the cube law becomes an upper bound. For weak $w$, expand about the old top with $q=r-r_0$ and $\kappa=-U''(r_0)>0$:

$$U+w\approx V_0+w(r_0)+w'(r_0)\,q-\tfrac12\kappa q^2.$$

This is largest at $q=w'(r_0)/\kappa$. To first order the height therefore changes by $w(r_0)$. The top moves outward when the extra attraction weakens with distance, for then $w'>0$.

A simple model shows the size of the effect. Add a Morse bond to the tail, and damp the tail at short range so that it levels off instead of diverging:

$$V(r)=D\left[e^{-2\alpha(r-r_e)}-2e^{-\alpha(r-r_e)}\right]-\frac{C}{r^6}\left[1-e^{-(r/s)^6}\right].$$

Take $D=3.3$ eV, $r_e=0.235$ nm and $s=0.40$ nm, the first two being rough values for the bond in disilane. The constant $\alpha$ sets how quickly the bond attraction dies out. Two trial values, 13 and 20 nm$^{-1}$, serve to show the sensitivity; they are not claimed to enclose the real case. The outer maximum of the effective potential was located by numerical search.

For $\alpha=13$ nm$^{-1}$ the barrier at $L=20\hbar$ is 0.291 meV high and lies at 1.20 nm, so its height is 19% below the cube law. For $\alpha=20$ nm$^{-1}$ it is 0.358 meV high and lies at 1.01 nm, lower by 0.4%. The height falls 10% below the cube law at $L=14.8\hbar$ in the first case and at $42.4\hbar$ in the second. The upper end of the cubic range therefore depends strongly on the far reach of the bond, a quantity that neither the bond energy nor $C$ supplies. The model also leaves out the next dispersion term, $-C_8/r^8$ with $C_8>0$. Since $C/r_0^6=V_0/2$, this term lowers the barrier to first order by the fraction $C_8/(2Cr_0^2)$, which grows in proportion to $L$, so it too can shorten the cubic range. With $C_8/C\approx0.1$ nm$^2$, a rough estimate from the size of the radical's charge cloud, the barrier at $L=20\hbar$ falls by 4 to 5%, about ten times the effect of the bond for $\alpha=20$ nm$^{-1}$, and the 10% departure in that case moves from $42\hbar$ to about $34\hbar$.

These limits can be set beside the conditions of silicon deposition. At a temperature of 900 K, a rough value for such a process, $k_BT=77.6$ meV. A molecule turning end over end has two rotational degrees of freedom, each with mean energy $k_BT/2$, so that $\langle L^2\rangle=2\mu r_e^2k_BT$ if the silyl groups are treated as points. The root-mean-square value is $56.4\hbar$; the hydrogen atoms, which lie off the silicon centres, would raise it by about 8%. At $L=56.4\hbar$ the cube law gives a barrier of 8.0 meV at 0.60 nm, whereas the model with the bond gives 3.9 meV for $\alpha=13$ nm$^{-1}$ and 6.6 meV for $\alpha=20$ nm$^{-1}$. The cube law is then too high by a factor of about 2 in the first case and 1.2 in the second. All these heights are small beside $k_BT$.

For the cube law to give a barrier as high as $k_BT$, one needs $L=120\hbar$, and the top would then lie at 0.408 nm. There the Morse term amounts to about $-0.7$ eV for the smaller $\alpha$ and $-0.2$ eV for the larger, while the tail contributes $-V_0/2$, or about $-0.04$ eV. The pure tail has lost its meaning as a description of that barrier. Within this model, the cubic law describes slowly revolving pairs with low barriers; it is not a formula for the thermal dissociation rate at 900 K. Moreover, the root-mean-square $L$ used above is that of all the molecules. Those that dissociate revolve faster on average, because rotation lowers the energy they must climb, as shown below. If the states at the top of the barrier are populated as in thermal equilibrium, each $L$ counts in proportion to $L\,e^{-h/k_BT}$, where $h$ is the barrier height at that $L$. The model then gives a root-mean-square value of about $160\hbar$ for $\alpha=13$ nm$^{-1}$ and $130\hbar$ for $\alpha=20$ nm$^{-1}$, with a mean barrier height near 60 meV in both cases, which is comparable with $k_BT$. A rate calculation must also include the vibrations of the molecules and their collisions with the gas. Real disilane, moreover, decomposes thermally mainly by a path of lower energy, to silylene and silane, in which a hydrogen atom is transferred, and the present barrier says nothing about it.

It would also be wrong to conclude that rotation makes disilane harder to break. The height $V_0$ is measured from the separated radicals at rest, but the intact molecule has centrifugal energy as well. Let $W(r)=L^2/(2\mu r^2)+V(r)$ be the effective potential with the bond included, $r_m$ its inner minimum and $r_t$ its outer maximum. The energy to be climbed is $\Delta=W(r_t)-W(r_m)$. When $L$ changes, both radii shift, but the shifts do not contribute to first order because $\partial W/\partial r=0$ at both points. What remains is the explicit dependence on $L$:

$$\frac{d\Delta}{dL}=\frac{L}{\mu}\left(\frac1{r_t^2}-\frac1{r_m^2}\right)<0,$$

since the top lies outside the minimum. The climb falls as $L$ rises, because the compact molecule gains more centrifugal energy than the stretched one at the top. For $\alpha=13$ nm$^{-1}$ the climb is 3.343 eV without rotation, slightly more than $D$ because the damped tail adds to the binding, and 3.270 eV at $L=56.4\hbar$. The drop of 0.073 eV is nearly the rotational energy of the molecule, 0.078 eV, less the 0.004 eV height of the barrier. The cubic growth and the easier dissociation are thus compatible: they refer to different zeros of energy.

The remaining assumption is that the force depends on distance alone. A silyl radical is pyramidal and has an electric dipole moment $d$. Two such dipoles in line, head to tail, have the energy

$$E_d=-\frac{2d^2}{4\pi\varepsilon_0r^3}.$$

An unrestricted Hartree–Fock calculation in the def2-TZVP basis, at an assumed geometry with Si–H distances of 0.148 nm and H–Si–H angles of 111°, gives $d=0.066$ D. This number is not converged: in the larger aug-cc-pVTZ basis, which includes diffuse functions, the same method gives 0.015 D, with the dipole pointing the opposite way. Electron correlation is left out in both cases; in the aug-cc-pVDZ basis, second-order perturbation theory (MP2) shifts the dipole by about 0.035 D. The assumed geometry matters as much: in that basis a change of the H–Si–H angle by one degree moves the Hartree–Fock dipole by about 0.07 D. These results therefore show only that the dipole is small, of order 0.1 D or less. At $r_0=1.00$ nm the aligned energy is $-0.0054$ meV, or 1.5% of the barrier at $L=20\hbar$, with the first value, and less than 0.1% of the barrier with the second. With so small a dipole, the interaction of the quadrupoles, which falls off as $r^{-5}$, can be the larger of the two at this distance; for radicals in line, Hartree–Fock gives about 0.004 meV in the aug-cc-pVDZ basis and 0.006 meV in aug-cc-pVTZ, a repulsion of 1 to 2% of the barrier. Higher multipoles, chiefly the octupole of the pyramidal radical, contribute more still at this distance. The full electrostatic energy of the two Hartree–Fock charge distributions in aug-cc-pVDZ is about $-0.008$ meV head to tail and $+0.03$ meV, or 8% of the barrier, with the silicon atoms facing each other, which is the alignment needed for bonding. If all orientations are equally likely and independent, all these interactions average to zero: each term is linear in one multipole moment of each radical (the dipole vector, or the traceless quadrupole or octupole tensor), and these moments themselves average to zero.

For a fixed alignment, however, $|E_d|/V_0$ varies as $r_0^{-3}/L^3\propto L^{-3/2}$, so the dipoles matter more as $L$ decreases. Forces that depend on orientation also exert torques. They exchange angular momentum between the orbit and the spinning radicals, so that the total is conserved but $L$ need not be. At short range the bond attraction depends strongly on orientation too, because the half-filled orbitals of the two radicals must point towards each other for the bond to form. The Morse term used above stands for that favourable alignment only. The cube law therefore has a limit on each side: at large $L$ the barrier meets the bond, with its dependence on orientation, and at small $L$ quantum smearing becomes important.
